# Recoupling by Continuous Irradiation under Magic-Angle Spinning: Rotary Resonance and HORROR

A powdered solid spins rapidly at the magic angle inside an NMR magnet. The rotation averages the dipolar couplings and shift anisotropies towards zero, and the lines become narrow. The same averaging removes the distance information that the dipolar couplings carry. Suppose a steady radio-frequency (rf) field is now applied, strong enough to turn the spins about it at a rate comparable with the spinning rate. Spin space then has a periodic motion of its own. At which ratios of the two rates does an interaction survive the combined average, and in what form?

I write $\omega_r$ for the rotor frequency, $\omega_1=n\omega_r$ for the nutation frequency about the rf field, and $\tau_r=2\pi/\omega_r$. The algebra is in atomic units, so $\hbar=1$ and frequencies are energies. All spins are 1/2. The magnetic field is high enough that only the secular part of each interaction matters, and the rf is resonant, along $x$ of the rotating frame.

## 1. What the rotor does to a frequency

Let $\Delta$ be a traceless symmetric tensor fixed in the rotor, with the rotor axis as $z$. Seen from the rotor, the magnetic field circles backwards on a cone of half-angle $\theta$:

$$\mathbf n(t)=(\sin\theta\cos\omega_rt,\,-\sin\theta\sin\omega_rt,\,\cos\theta),\qquad 3\cos^2\theta=1 .$$

The anisotropic frequency is $\omega(t)=\mathbf n\cdot\Delta\cdot\mathbf n$. Multiplying out, with $c=\cos\omega_rt$ and $s=\sin\omega_rt$,

$$\omega=\sin^2\theta\,(\Delta_{xx}c^2+\Delta_{yy}s^2-2\Delta_{xy}sc)+\sin2\theta\,(\Delta_{xz}c-\Delta_{yz}s)+\cos^2\theta\,\Delta_{zz}.$$

The constant part is $\tfrac12\sin^2\theta(\Delta_{xx}+\Delta_{yy})+\cos^2\theta\,\Delta_{zz}$. Since $\Delta_{xx}+\Delta_{yy}=-\Delta_{zz}$, it equals $\tfrac12(3\cos^2\theta-1)\Delta_{zz}=0$. What remains is

$$\omega(t)=\sum_{m=\pm1,\pm2}\omega^{(m)}e^{im\omega_rt},\qquad \omega^{(-m)}=\omega^{(m)*}.$$

In exponentials, $c$ contributes $\tfrac12$ and $-s$ contributes $\tfrac i2$ to the positive harmonic. With $\sin2\theta=2\sqrt2/3$ and $\sin^2\theta=2/3$,

$$\omega^{(1)}=\frac{\sqrt2}{3}(\Delta_{xz}+i\Delta_{yz}),\qquad \omega^{(2)}=\frac{\Delta_{xx}-\Delta_{yy}+2i\Delta_{xy}}{6}.$$

For a dipolar coupling, $\omega=b(3\cos^2\vartheta-1)/2$, where $\vartheta$ is the angle between the field and the internuclear unit vector $\mathbf u$, and $b=-\alpha^2\gamma_1\gamma_2/r^3$ (in atomic units $\mu_0/4\pi=\alpha^2$). Thus $\Delta=b(3\mathbf u\mathbf u-1)/2$. If $\mathbf u$ has polar angles $\beta,\gamma$ in the rotor, then $\Delta_{xz}+i\Delta_{yz}=\tfrac34b\sin2\beta\,e^{i\gamma}$ and $\Delta_{xx}-\Delta_{yy}+2i\Delta_{xy}=\tfrac32b\sin^2\!\beta\,e^{2i\gamma}$, so

$$\omega^{(1)}=\frac{\sqrt2}{4}\,b\sin2\beta\,e^{i\gamma},\qquad \omega^{(2)}=\frac14\,b\sin^2\!\beta\,e^{2i\gamma}.$$

Limits: a vector along the rotor axis is not modulated, and both harmonics vanish. A vector perpendicular to the axis has only the second harmonic.

## 2. The simplest case: one spin with shift anisotropy

Take $H=\omega_S(t)S_z+\omega_1S_x$. The rf motion is removed by passing to the frame $\tilde H=e^{i\omega_1tS_x}\,\omega_S(t)S_z\,e^{-i\omega_1tS_x}$. Because $[S_x,S_z]=-iS_y$ and $[S_x,S_y]=iS_z$, the rotated operators obey $\dot{\tilde S}_z=\omega_1\tilde S_y$ and $\dot{\tilde S}_y=-\omega_1\tilde S_z$. Hence

$$\tilde H(t)=\omega_S(t)\,(S_z\cos\omega_1t+S_y\sin\omega_1t).$$

For integer or half-integer $n$ this is periodic in $T=2\tau_r$. To first order, the evolution over $T$ is governed by the average $\bar H=T^{-1}\int_0^T\tilde H\,dt$. The next term of the Magnus expansion is

$$-\frac{i}{2T}\int_0^T\!dt_1\int_0^{t_1}\!dt_2\,[\tilde H(t_1),\tilde H(t_2)],$$

of order $\omega^2T$, that is, $\omega^2/\omega_r$. The first-order theory therefore needs couplings small compared with $\omega_r$.

For $n=1$ or 2, only the harmonics $m=\pm n$ survive multiplication by $\cos n\omega_rt$ or $\sin n\omega_rt$:

$$\overline{\omega_S\cos n\omega_rt}=\tfrac12(\omega_S^{(n)}+\omega_S^{(-n)})=\mathrm{Re}\,\omega_S^{(n)},$$
$$\overline{\omega_S\sin n\omega_rt}=\tfrac1{2i}(\omega_S^{(-n)}-\omega_S^{(n)})=-\mathrm{Im}\,\omega_S^{(n)}.$$

The result is

$$\bar H=\mathrm{Re}\,\omega_S^{(n)}\,S_z-\mathrm{Im}\,\omega_S^{(n)}\,S_y .$$

This is a static field of strength $|\omega_S^{(n)}|$ perpendicular to $x$. Magnetization locked along $x$ now precesses away from it. The rf rotation commutes with $S_x$, so $\langle S_x\rangle$ is the same in both frames.

Two limits agree with expectation. Without rf, the average is $\omega_S^{(0)}S_z=0$, ordinary magic-angle averaging. For $n=3$ and above there is no harmonic to match, and the spin lock holds to first order. An isotropic offset $\Omega S_z$ is a harmonic $m=0$; it too averages to zero for $n\neq0$.

## 3. Adding an unlike neighbour

Let $S$ have a neighbour $I$ of another species, not irradiated. The secular coupling is $\omega_{IS}(t)\,2I_zS_z$. Since $I_z$ commutes with the whole Hamiltonian, $2I_z=\pm1$ is a fixed number, and the coupling simply adds to the shift. Therefore, at $n=1$ or $2$,

$$\boxed{\bar H=\mathrm{Re}A^{(n)}S_z-\mathrm{Im}A^{(n)}S_y,\qquad A^{(n)}=\omega_S^{(n)}+2I_z\,\omega_{IS}^{(n)}}$$

This is rotary-resonance recoupling. A constant scalar coupling $J\,2I_zS_z$ behaves like an offset and drops out. With $I$ unpolarized, half the spins see $A_+=\omega_S^{(n)}+\omega_{IS}^{(n)}$ and half see $A_-=\omega_S^{(n)}-\omega_{IS}^{(n)}$, so the normalized spin-lock signal is

$$\langle S_x\rangle(t)=\tfrac12\left(\cos|A_+|t+\cos|A_-|t\right).$$

If the shift anisotropy vanishes, both terms coincide and the signal oscillates at $|\omega_{IS}^{(n)}|$, which gives the distance once $\beta$ is known, provided the harmonic does not vanish at that angle; for a powder, the signal computed for a trial distance must first be averaged over $\beta$. If the shift anisotropy does not vanish, the two interactions are recoupled together, and their relative orientation enters through the complex sum.

**Numbers.** I take $\hbar\omega_r=2.5\times10^{-10}$ eV. Spin $I$ is a proton, and $S$ is a model spin with one quarter of the proton's gyromagnetic ratio, 2.0 Å away. This gives $b=-15.524$ in units of $10^{-12}$ eV, used for all energies in this $n=1$ example. With $\beta=60^\circ$ and $\gamma=30^\circ$,

$$\omega_{IS}^{(1)}=\tfrac{\sqrt2}{4}(-15.524)(0.866)\,e^{i30^\circ}=-4.116-2.377i .$$

The chosen shift tensor has $\Delta_{xz}=5$ and $\Delta_{yz}=-2$, so $\omega_S^{(1)}=\tfrac{\sqrt2}{3}(5-2i)=2.357-0.943i$. The sum and difference are $A_+=-1.759-3.320i$ and $A_-=6.473+1.434i$, with moduli 3.757 and 6.630 (908 and 1603 Hz).

After 22 rotor periods the phases are $2\pi\cdot22\cdot3.757/250=2.08$ and, likewise, 3.67. The signal is $\tfrac12(-0.485-0.866)\approx-0.675$. Propagation under the full time-dependent Hamiltonian also gives $-0.675$.

At $n=2$ the same tensors enter through their second harmonics. The moduli are $1.535\times10^{-12}$ and $4.706\times10^{-12}$ eV (371 and 1138 Hz). Both are smaller here, but which condition gives the larger values depends on orientation: at $\beta=90^\circ$ the dipolar part would appear at $n=2$ and be absent at $n=1$.

## 4. Two like spins

When both spins belong to the irradiated species, flip-flop terms are secular too:

$$H_D=\omega_D(t)\,(3I_{1z}I_{2z}-\mathbf I_1\cdot\mathbf I_2).$$

The rf turns both spins together. The scalar product is unchanged, and each $I_{jz}$ becomes $I_{jz}C+I_{jy}S'$, with $C=\cos\omega_1t$ and $S'=\sin\omega_1t$:

$$3I_{1z}I_{2z}\to3\left[I_{1z}I_{2z}C^2+I_{1y}I_{2y}S'^2+(I_{1z}I_{2y}+I_{1y}I_{2z})S'C\right].$$

Now use $C^2=\tfrac12(1+\cos2\omega_1t)$, $S'^2=\tfrac12(1-\cos2\omega_1t)$ and $S'C=\tfrac12\sin2\omega_1t$. The constant part is $\tfrac32(I_{1z}I_{2z}+I_{1y}I_{2y})-\mathbf I_1\cdot\mathbf I_2=-\tfrac12(3I_{1x}I_{2x}-\mathbf I_1\cdot\mathbf I_2)$, so

$$\tilde H_D=\omega_D(t)\Big\{-\tfrac12(3I_{1x}I_{2x}-\mathbf I_1\cdot\mathbf I_2)+\tfrac32(I_{1z}I_{2z}-I_{1y}I_{2y})\cos2\omega_1t+\tfrac32(I_{1z}I_{2y}+I_{1y}I_{2z})\sin2\omega_1t\Big\}.$$

In a static sample the first term would survive, giving the familiar factor $-\tfrac12$ of a strong spin lock. Under magic-angle spinning it is multiplied by a frequency of zero mean and disappears. The other two oscillate at **twice** the nutation frequency, because the operator is bilinear in the rotated spins. They match a rotor harmonic when $2\omega_1=k\omega_r$ with $k=1$ or 2. The averages of section 2 apply with $n$ replaced by $k=2n$:

$$\boxed{\bar H_D=\tfrac32\left[\mathrm{Re}\,\omega_D^{(k)}(I_{1z}I_{2z}-I_{1y}I_{2y})-\mathrm{Im}\,\omega_D^{(k)}(I_{1z}I_{2y}+I_{1y}I_{2z})\right]}$$

The conditions are now distinct:

- At $n=\tfrac12$, the HORROR condition, $k=1$: the like-spin coupling returns through $\omega_D^{(1)}$. Shift anisotropies and couplings to unlike spins are linear in the irradiated spin. They would need a harmonic at $\omega_r/2$, which does not exist, so they vanish to first order.
- At $n=1$, $k=2$: the like-spin coupling returns through $\omega_D^{(2)}$, together with the shift terms $\sum_j(\mathrm{Re}\,\omega_j^{(1)}I_{jz}-\mathrm{Im}\,\omega_j^{(1)}I_{jy})$. Couplings to unlike spins, if present, return in the same way as the shifts.
- At $n=2$, $k=4$: no like-spin dipolar term remains; the linear interactions return through $m=2$.

## 5. How the HORROR Hamiltonian moves polarization

Quantize along $x$. Since $[I_y,I_z]=iI_x$, the raising operator is $I^+=I_y+iI_z$. Set $P=I_1^+I_2^+$. Multiplying out,

$$P+P^\dagger=2(I_{1y}I_{2y}-I_{1z}I_{2z}),\qquad P-P^\dagger=2i(I_{1y}I_{2z}+I_{1z}I_{2y}).$$

Substitution gives

$$\bar H_D=-\tfrac34\left(\omega_D^{(k)*}P+\omega_D^{(k)}P^\dagger\right).$$

This flips both spins at once. It connects $|{+}{+}\rangle$ with $|{-}{-}\rangle$ and gives zero on $|{+}{-}\rangle$ and $|{-}{+}\rangle$. In the first pair the off-diagonal element has modulus $\tfrac34|\omega_D^{(k)}|$. The splitting is twice that, so the pair acts as a fictitious spin 1/2 nutating at

$$q=\tfrac32|\omega_D^{(k)}| .$$

Start with polarization on spin 1 alone and split it:

$$I_{1x}=\tfrac12(I_{1x}+I_{2x})+\tfrac12(I_{1x}-I_{2x}).$$

The sum is nonzero only in the first pair of states, where it is the longitudinal component of the fictitious spin. It evolves into $(I_{1x}+I_{2x})\cos qt$ plus double-quantum coherence. The difference lives in the other pair and does not move. Collecting terms,

$$I_{1x}\to\tfrac12(1+\cos qt)\,I_{1x}-\tfrac12(1-\cos qt)\,I_{2x}+\text{coherence}.$$

At $qt=\pi$ the polarization has passed completely to spin 2, with reversed sign. The sign follows from the double flip: what is conserved is the difference of the two polarizations, not their sum.

A scalar coupling $J\,\mathbf I_1\cdot\mathbf I_2$ is untouched by rf and rotor. It is constant in the first pair and splits the second by $J$, so the difference acquires a factor $\cos Jt$ and the coefficient of $I_{2x}$ becomes $\tfrac12(\cos qt-\cos Jt)$. The simple result holds while $Jt\ll1$.

**Orientation.** The angle $\gamma$ enters as $\omega_D^{(k)}\propto e^{ik\gamma}$, a phase on $P$. A rotation of both spins about $x$ by $\varphi$ multiplies $P$ by $e^{-2i\varphi}$, so the phase is such a rotation with $\varphi=k\gamma/2$. It commutes with $I_{1x}$ and $I_{2x}$, and to first order the transfer does not depend on $\gamma$. In a powder only $\beta$ spreads the rates:

$$\langle I_{2x}\rangle=-\frac12\int_0^{\pi/2}\!\left[1-\cos\!\left(\tfrac{3\sqrt2}{8}|b\sin2\beta|\,t\right)\right]\sin\beta\,d\beta .$$

**Numbers.** For two protons 3.0 Å apart, $b=-1.840\times10^{-11}$ eV. With the same angles, $\omega_D^{(1)}=(-4.879-2.817i)\times10^{-12}$ eV, of modulus $5.634\times10^{-12}$ eV. Then

$$q=1.5\times5.634\times10^{-12}=8.45\times10^{-12}\ \text{eV}\quad(2043\ \text{Hz}).$$

Full transfer takes $\pi/q$, which is $\omega_r/2q=250/16.90=14.79$ rotor periods. The signal is sampled every two periods. At 14 periods $qt=2.97$ and the transfer is $-0.993$, as in full propagation. Adding two different shift tensors to the full calculation changes this to $-0.992$, so HORROR suppresses them well at this size. These tensors are small, with elements up to about 2 kHz against 60 kHz spinning. The suppression is first order only: with both tensors ten times larger, the best transfer falls to about $-0.78$. Four values of $\gamma$ give curves that differ by at most 0.0006 of the initial polarization.

The powder-averaged transfer is largest, among the sampled times, at 16 periods: $-0.731$ from the integral. Higher-order terms and the average over $\gamma$ can shift the last digit by one. The loss relative to $-1$ comes from the spread of $|\sin2\beta|$ in the integral.

At $n=1$ the same pair without shift anisotropy has $\tfrac32|\omega_D^{(2)}|=5.175\times10^{-12}$ eV (1251 Hz). With shift anisotropy, the linear terms connect $|{+}{+}\rangle$ to $|{+}{-}\rangle$ and $|{-}{+}\rangle$. The two pairs of states are then no longer separate, and the simple transfer formula fails.

## 6. Missing the condition

Let $\omega_1=n\omega_r+\delta$ with $|\delta|\ll\omega_r$. Remove only the rotation at $n\omega_r$; a term $\delta S_x$, or $\delta(I_{1x}+I_{2x})$ for like spins, is left beside $\bar H$.

For rotary resonance, the effective field has a component $\delta$ along $x$ and $|A|$ across it. Precession about this tilted field at $W=\sqrt{|A|^2+\delta^2}$ gives, for each value of $2I_z$,

$$\langle S_x\rangle=\frac{\delta^2+|A|^2\cos Wt}{|A|^2+\delta^2}.$$

For HORROR, the states $|{\pm}{\pm}\rangle$ shift by $\pm\delta$, so the fictitious spin has longitudinal field $2\delta$. The transfer becomes

$$-\frac12\,\frac{q^2}{q^2+4\delta^2}\left(1-\cos\sqrt{q^2+4\delta^2}\,t\right).$$

Its maximum is halved at $|\delta|=q/2=4.2\times10^{-12}$ eV. The nutation energy itself is $1.25\times10^{-10}$ eV, so an rf error of about 3.4% costs half of the maximum transfer for this pair. A weaker coupling tolerates proportionally less. Full propagation at this mismatch, with spinning ten times faster to suppress higher orders, reaches $-0.499$.

The rotary-resonance formula also gives the approximate size of a small loss of signal far from resonance. For the $I$–$S$ system at $n=0.75$, $\delta=-\omega_r/4$, of size $6.25\times10^{-11}$ eV. The lowest signal is $1-2|A|^2/(|A|^2+\delta^2)$, averaged over $A_\pm$: about 0.985. The full calculation gives 0.984. Agreement this close is partly accidental: $\delta$ is hardly small here, and the estimate neglects the other harmonics. Their contribution depends on the rotor phase at which the evolution starts, which $|A_\pm|$ does not contain.

At $n=1.5$ the sampled signal stays at 1.000 for both systems over the 40 rotor periods followed; over much longer times higher-order terms lower it by a few parts in a thousand. Part of this is due to the sampling. For the $I$–$S$ system the detuning from the nearest harmonics is $\omega_r/2$, so a weak oscillation completes a full turn in two rotor periods. The samples show that no loss of the locked magnetization accumulates, not that nothing moves in between. Nor do they exclude a slow rotation about $x$, which second-order terms can produce and which leaves $\langle S_x\rangle$ unchanged.

## 7. How far the first order can be trusted

The neglected terms were estimated as $\omega^2/\omega_r$. To test this, effective Hamiltonians were extracted from full propagation over two rotor periods, with isotropic offset and scalar coupling included, at $n=\tfrac12,1,\tfrac32,2$ for both systems and also $n=3$ for the unlike one. At 4, 8 and 16 times the spinning rate above, the largest deviation from first order, measured as the Frobenius norm of the difference and relative to $|b|$ of the like pair, is 0.0022, 0.0011 and 0.0006. It halves with each doubling, as the estimate requires.

It is not enough that the frequencies are small compared with $\omega_r$: the neglected terms must also be small compared with the recoupled one. An isotropic offset $\Omega$ shows this. It lengthens the effective field to $\sqrt{\omega_1^2+\Omega^2}\approx\omega_1+\Omega^2/2\omega_1$, which at the HORROR condition is a mismatch $\delta\approx\Omega^2/\omega_r$. By section 6, half of the maximum transfer is lost when $\delta$ reaches $q/2$; for the pair above this estimate gives $\Omega\approx0.13\,\omega_r$. The offset also tilts the effective field away from $x$, which lowers the transfer further, so half is lost at a slightly smaller offset. Long evolution is a second concern: a correction of order $\omega^2/\omega_r$ can accumulate a phase of order $\omega^2t/\omega_r$. This is an estimate of size, not a strict bound: at the HORROR condition, an offset gives the double-quantum pair an extra phase $2\delta t\approx2\Omega^2t/\omega_r$. The model also leaves out relaxation and further spins. The numerical output below lists the harmonics and signals for each condition.

## Numbers as computed

```
spinning energy hbar*wr: 2.50e-10 eV = 60450 Hz
like pair distance 3.0 angstrom, b = -1.8399e-11 eV
I-S distance 2.0 angstrom, b = -1.5524e-11 eV
gyromagnetic ratio of S / proton: 0.25
beta = 60 deg, gamma = 30 deg
shift tensor row x: 2.0e-12, 3.0e-12, 5.0e-12 eV
shift tensor row y: 3.0e-12, -8.0e-12, -2.0e-12 eV
shift tensor row z: 5.0e-12, -2.0e-12, 6.0e-12 eV
shift harmonic m=1: 2.357e-12 -9.428e-13 i eV
I-S dipolar harmonic m=1: -4.116e-12 -2.377e-12 i eV
like-spin dipolar harmonic m=1: -4.879e-12 -2.817e-12 i eV
shift harmonic m=2: 1.667e-12 +1.000e-12 i eV
I-S dipolar harmonic m=2: -1.455e-12 -2.521e-12 i eV
like-spin dipolar harmonic m=2: -1.725e-12 -2.988e-12 i eV
n=1: |A+| = 3.757e-12 eV = 908 Hz
n=1: |A-| = 6.630e-12 eV = 1603 Hz
n=1: spin-lock signal after 22 rotor periods: formula -0.675, full -0.675
n=2: |A+| = 1.535e-12 eV = 371 Hz
n=2: |A-| = 4.706e-12 eV = 1138 Hz
n=2: spin-lock signal after 30 rotor periods: formula -0.259, full -0.259
HORROR n=1/2: q = 8.450e-12 eV = 2043 Hz
like pair n=1: 3/2|wD(2)| = 5.175e-12 eV = 1251 Hz
HORROR full-transfer time: 14.79 rotor periods
HORROR transfer after 14 rotor periods: formula -0.993, full -0.993
same, full with both shift tensors: -0.992
largest spread of transfer over four gamma values: 0.0006
powder transfer, best at 16 rotor periods: formula -0.731, full -0.731
HORROR mismatch that halves the transfer: 4.225e-12 eV
largest transfer at that mismatch, 10x spinning, full: -0.499
lowest full spin-lock signal within 40 rotor periods:
  n=0.5: I-S system 1.000, like pair -0.985
  n=0.75: I-S system 0.984, like pair 1.000
  n=1: I-S system -0.675, like pair -0.999
  n=1.5: I-S system 1.000, like pair 1.000
  n=2: I-S system -0.259, like pair 1.000
  n=3: I-S system 1.000, like pair 1.000
worst error of effective Hamiltonian / |b like|, spinning x4, x8, x16: 0.00222, 0.00111, 0.00056
```
